Constant interface concentration of acid diffusing from resist into an underlayer

**Definitions and conventions**

A resist fills x < 0 and an underlayer fills x > 0. During the post-exposure bake the acid concentration is c1(x,t) in the resist and c2(x,t) in the underlayer, counted in molecules per volume. The diffusivities are D1 and D2, both positive. The flux along +x, from resist to underlayer, is

J = −D ∂c/∂x,

with the D and c of the layer concerned. A prime denotes the derivative of a function with respect to its space variable.

The partition ratio is underlayer over resist:

K = c2(0,t)/c1(0,t), 0 < K < ∞.

It arises because equilibrium equalizes the chemical potential, not the concentration. For dilute acid μ_i = μ_i° + k_B T ln c_i, up to a common reference concentration, where k_B is Boltzmann's constant and T the temperature. Setting μ1 = μ2 gives

c2/c1 = exp[(μ1° − μ2°)/(k_B T)] = K,

which does not depend on how much acid is present. If a source defines K as resist over underlayer, K must be replaced by 1/K below.

**Assumptions**

(A1) D1, D2 and K are constant, and acid is neither created nor lost, so that for t > 0

∂c1/∂t = D1 ∂²c1/∂x² for x < 0,
∂c2/∂t = D2 ∂²c2/∂x² for x > 0.

(A2) The interface is in local equilibrium and stores no acid. At x = 0

c2 = K c1,
D1 ∂c1/∂x = D2 ∂c2/∂x.

(A3) Initially c1 = c0, uniform, and c2 = 0. Here c0 is the net acid left after any fast neutralization by quencher.

(A4) Both layers are semi-infinite. Let w be the departure of c from its initial value. The solutions considered are smooth up to the interface for t > 0; w and its derivatives fall off at least exponentially with |x|, uniformly over any closed time interval inside t > 0; and ∫w² dx → 0 as t → 0.

**Theorem**

Under (A1) to (A4) there is one solution, and for every t > 0 its resist-side interface concentration is

cs = c1(0,t) = c0 √D1/(√D1 + K √D2).

The underlayer side of the interface is at K cs. At t = 0 itself the initial data jump at the interface, so the statement concerns t > 0.

The proof first shows that the solution is unique, then that uniqueness forces the interface value to be constant, and finally finds that value.

**Lemma 1 (uniqueness).** At most one solution satisfies (A1) to (A4).

Proof. Let u1, u2 be the difference of two solutions. It obeys the same diffusion equations and interface conditions, and it vanishes in mean square as t → 0. Define

E(t) = ½ ∫ u1² dx + (1/2K) ∫ u2² dx,

the first integral over x < 0, the second over x > 0. Differentiate and insert the diffusion equations:

dE/dt = D1 ∫ u1 u1″ dx + (D2/K) ∫ u2 u2″ dx.

Integrate each term by parts. The boundary terms at infinity vanish by (A4). The interface is the upper limit of the first integral and the lower limit of the second, so its two terms have opposite signs:

dE/dt = u1(0) D1 u1′(0) − (1/K) u2(0) D2 u2′(0) − D1 ∫ (u1′)² dx − (D2/K) ∫ (u2′)² dx.

Since u2(0)/K = u1(0), the interface terms combine to

u1(0) [D1 u1′(0) − D2 u2′(0)] = 0

by flux continuity. What remains is not positive, so E cannot grow. For 0 < s < t we have 0 ≤ E(t) ≤ E(s), and E(s) → 0 as s → 0. Hence E(t) = 0 and the two solutions coincide. ∎

The weight 1/K is what makes the interface terms cancel. With weight 1 they would leave (1 − K) u1(0) D1 u1′(0), which has no definite sign.

**Lemma 2 (similarity).** A solution depends on x and t through ξ = x/√t alone. Its interface concentrations are therefore constant for t > 0.

Proof. For any λ > 0 set v(x,t) = c(λx, λ²t) in both layers. Then ∂v/∂t = λ² ∂c/∂t and D ∂²v/∂x² = λ² D ∂²c/∂x², the derivatives of c being taken at the stretched point, so v obeys the diffusion equations. The partition condition is unchanged, and both interface fluxes acquire the same factor λ, so they stay equal. The initial step looks the same after stretching x, because neither layer has a length of its own. The mean-square condition also survives, since

∫ w(λx, λ²t)² dx = (1/λ) ∫ w(y, λ²t)² dy → 0.

By Lemma 1, v = c. Choosing λ = 1/√t gives

c(x,t) = c(x/√t, 1) = f(ξ).

At x = 0, ξ = 0 at every t > 0, so the interface values are f1(0) and f2(0). ∎

The constancy thus comes from the absence of any length or time in the data. A film thickness, a reaction rate or an optical period supplies one, and the argument then fails.

**Lemma 3 (profiles).** With cs = f1(0),

c1 = cs + (c0 − cs) erf(|x|/(2√(D1 t))),
c2 = K cs erfc(x/(2√(D2 t))).

Proof. From ξ = x/√t we have ∂ξ/∂t = −ξ/(2t) and ∂ξ/∂x = 1/√t. The diffusion equation becomes −(ξ/2t) f′ = (D/t) f″, or

f″ + (ξ/2D) f′ = 0.

Multiplying by exp(ξ²/4D) turns the left side into the derivative of f′ exp(ξ²/4D). That product is therefore a constant A, and

f′ = A exp(−ξ²/4D).

To integrate from 0 to a positive ξ, substitute η = 2√D s:

∫₀^ξ exp(−η²/4D) dη = 2√D ∫₀^(ξ/2√D) exp(−s²) ds = √(πD) erf(ξ/(2√D)).

In the resist ξ is negative and the integral changes sign:

f1 = cs − A1 √(πD1) erf(|ξ|/(2√D1)).

Far from the interface f1 → c0 and erf → 1, so

A1 = −(c0 − cs)/√(πD1).

In the underlayer the partition condition gives f2(0) = K cs, hence

f2 = K cs + A2 √(πD2) erf(ξ/(2√D2)).

Far away f2 → 0, so A2 = −K cs/√(πD2). Since erfc = 1 − erf, inserting A1 and A2 gives the stated profiles. ∎

**Proof of the theorem**

At the interface ∂c/∂x = f′(0)/√t = A/√t. The flux seen from the resist is

J = −D1 A1/√t = (c0 − cs) √(D1/(πt)),

and from the underlayer it is

J = −D2 A2/√t = K cs √(D2/(πt)).

Flux continuity equates them. The common factor 1/√(πt) cancels, leaving

(c0 − cs) √D1 = K cs √D2,
c0 √D1 = cs (√D1 + K √D2),

which is the stated formula.

It remains to see that these profiles really are a solution. They obey the diffusion equations and both interface conditions by construction. Their departures from the initial values are multiples of erfc, which falls faster than any exponential. In the resist

∫ (c1 − c0)² dx = √t (c0 − cs)² ∫ erfc²(|ξ|/(2√D1)) dξ → 0 as t → 0,

and the underlayer integral also scales as √t. So a solution exists, and by Lemma 1 it is the only one. ∎

**Remark 1 (meaning and limits).** Write r = K√D2/√D1, so that cs = c0/(1 + r). The number r compares how readily the underlayer takes up acid with how readily the resist supplies it. Solubility enters as K but mobility as √D, because a faster medium has a larger flux for a given gradient but also spreads the gradient over a longer distance.

If K → 0 or D2 → 0, then cs → c0 and the underlayer acts as a barrier. If K → ∞, then cs → 0 and it acts as a perfect sink. The underlayer side then stays finite:

K cs = K c0 √D1/(√D1 + K√D2) → c0 √(D1/D2),

which exceeds c0 when D1 > D2. For K = 1 and D1 = D2 the interface sits at c0/2, as symmetry requires.

For small changes, d ln cs = −[r/(1 + r)] d ln r, and r/(1 + r) = 1 − cs/c0. Therefore

d ln cs = −(1 − cs/c0) (d ln K + ½ d ln D2 − ½ d ln D1).

**Remark 2 (acid already in the underlayer).** Suppose the underlayer starts at a uniform concentration b. The constant state c1 = b/K, c2 = b satisfies the diffusion equations and interface conditions. Subtracting it leaves the problem of the theorem with c0 replaced by c0 − b/K; by linearity this may have either sign. Hence

cs = b/K + (c0 − b/K) √D1/(√D1 + K√D2)
= (c0 √D1 + b √D2)/(√D1 + K √D2).

Acid enters the underlayer if b < K c0 and leaves it if b > K c0. The direction is set by chemical potential, so acid can flow towards the higher concentration.

**Corollary (uptake and depleted depth).** The acid taken up per area after time t is the integral of the flux:

M = ∫₀^t K cs √(D2/(πt′)) dt′ = 2 K cs √(D2 t/π) = 2 J(t) t.

The resist concentration equals a chosen value c, with cs < c < c0, at distance

d = 2√(D1 t) erfinv[(c − cs)/(c0 − cs)]

from the interface, by inverting the profile of Lemma 3. Both M and d grow as √t while cs stays fixed.

**Worked example**

Take D1 = 4 nm²/s, D2 = 1 nm²/s, K = 0.5, c0 = 0.05 nm⁻³ and a bake of 60 s. Then

cs = 0.05 × 2/(2 + 0.5 × 1) = 0.040 nm⁻³ = 0.066 mol/L,

which is 0.80 c0. The underlayer side is at K cs = 0.020 nm⁻³, or 0.033 mol/L. At the end of the bake

J = 0.020 × √(1/(π × 60)) = 1.46 × 10⁻³ nm⁻² s⁻¹,
M = 2 × 1.46 × 10⁻³ × 60 = 0.175 nm⁻².

The diffusion lengths are √(D1 t) = 15.5 nm and √(D2 t) = 7.7 nm. For c = 0.9 c0 the argument of erfinv is (0.9 − 0.8)/(1 − 0.8) = 0.5, and d = 2 × 15.5 nm × erfinv(0.5) = 14.8 nm. Thus at the end of the bake the last 15 nm of resist lack between 10 and 20 % of the initial acid. Earlier the zone is thinner: averaged over the whole bake the deficit at 14.8 nm is 6 %, and it exceeds 10 % only within about 9 nm of the interface. Where deprotection is slower at lower acid concentration, this zone is deprotected less, which in a positive-tone resist favours a foot at the base of the profile. The model contains neither deprotection nor development, so it identifies one possible contribution only; neutralization by bases from the underlayer or substrate is another, and it lies outside the theorem.

With the other parameters held fixed, doubling K lowers cs to 0.67 c0, while doubling D1 raises it to 0.85 c0.

**Remark 3 (finite films).** Differentiating the profile of Lemma 3 gives the flux inside either layer of the ideal solution:

J(x,t) = J(0,t) exp(−x²/(4D_i t)).

A sealed outer face at distance L_i must stop this flux. It can be ignored if exp(−L_i²/(4D_i t)) is small in both layers.

The interface values quoted in this and the following remarks come from a finite-volume calculation. The films are divided into cells 0.25 nm wide, their outer faces are sealed, acid passes between neighbouring cells by Fick's law, and the resulting linear equations are advanced in time through the eigenmodes of their matrix. Unless stated otherwise the resist is 100 nm thick, the underlayer 80 nm, and the other parameters are those of the example. Percentages given for interface values are changes relative to the theorem's 0.80 c0.

For these films the interface value after 60 s is 0.800 c0, unchanged to the digits shown. For 40 nm of resist on 10 nm of underlayer it is 0.822 c0, a rise of 2.7 %. Here L2²/(4D2 t) = 100/240, so the flux that the ideal solution would have at the depth of the bottom face is not small; the acid held back there fills the underlayer and reduces its uptake. At very long times closed films reach equilibrium, where conservation, c0 L1 = c1 L1 + K c1 L2, gives

c1 = c0 L1/(L1 + K L2).

This limit contains no diffusivities, unlike cs.

**Remark 4 (changing diffusivities).** Suppose both diffusivities vary by a common factor, D_i(t) = a(t) D_i with a > 0. In the variable τ = ∫₀^t a dt′ the diffusion equations have constant coefficients, and a cancels from the flux condition. The theorem therefore still holds. If instead D1 alone doubles after 30 s, as a crude model of a resist opened up by deprotection, the interface reaches 0.843 c0 at 60 s, a rise of 5.4 %. A temperature ramp leaves cs unchanged if it scales both diffusivities equally and K does not vary.

**Remark 5 (loss and interfacial resistance).** If acid is lost at the same first-order rate k in both layers, write c_i = exp(−kt) v_i. The loss term cancels and v_i obeys the original problem, so

c1(0,t) = cs exp(−kt).

For k = 0.002 s⁻¹ this is 0.71 c0 after 60 s, a fall of 11 %. Trapping at 0.02 s⁻¹ in the underlayer alone gives 0.72 c0, a fall of 10 %, because trapping keeps the underlayer emptier.

If transfer across the interface is slow, the partition condition is replaced by J = h(c1 − c2/K). For h = 1 nm/s the resist side lies 2.5 % above the ideal value at 5 s and 0.7 % above it at 60 s. The departure from equilibrium, c1 − c2/K = J/h, fades as the flux declines.

**Remark 6 (nonuniform exposure).** Light absorbed on its way down leaves more acid near the top. Let the initial acid be c0 exp(αd), with d the height above the interface and α = 1.5 µm⁻¹. Supply from above then raises the interface value by 2.7 % at 60 s.

For a standing wave, let the initial acid be c0[1 + 0.1 cos(2πd/P)] with P = 57 nm, so that a maximum lies at the interface. The interface value is 7.8 % high at 5 s but 0.5 % high at 60 s. These shifts equal 10 % × exp[−(2π/P)² D1 t], the decay of such a wave in a uniform medium, but this holds only for a maximum or minimum at the interface. For semi-infinite layers and an initially empty underlayer, c1(0,t) is cs/c0 times the average of the initial acid with weight exp(−d²/(4D1 t))/√(πD1 t) over d > 0. For initial acid c0[1 ± 0.1 sin(2πd/P)] this average gives a shift of ±4.7 % at 5 s, ±4.2 % at 60 s and ±1.7 % at 240 s, tending to a 1/√t fall. How much of the wave survives in the interface value thus depends on its phase at the interface.

A grating of pitch p adds a part proportional to cos(qy), with q = 2π/p and y along the film. Its amplitude a_i obeys

∂a_i/∂t = D_i (∂²a_i/∂x² − q² a_i).

Lateral diffusion thus acts as a loss at rate D_i q². For p = 90 nm the interface amplitude after 60 s is 0.27 of its initial value, against 0.80 for a uniform exposure. The laterally averaged concentration has q = 0 and still obeys the theorem.

**Remark 7 (the real case).** The example is set in the regime of an ArF chemically amplified resist, roughly 100 nm thick, on an organic antireflective underlayer of roughly 80 nm. The diffusivities, K and the rates above are round assumed values, not measurements; they depend on the polymer, the acid and the bake temperature. For a wide exposed area and a 60 s bake the estimates above shift the interface value by up to about 11 %, but their sizes and order follow from the assumed rates. Loss at 0.001 s⁻¹ in both layers gives −6 %, trapping at 0.05 s⁻¹ in the underlayer −20 %, and a tenfold rise of D1 after 30 s +15 %. Equal loss in both layers lowers the bulk by the same factor as the interface, so their ratio stays 0.80, whereas trapping in the underlayer deepens the depletion at the interface. Errors in K or the diffusivities come on top of this. For dense lines the one-dimensional model describes the lateral average but not the image contrast. Mobile quencher, and bases released by the underlayer, lie outside the estimates except as far as simple trapping represents them.

The theorem also describes a mean concentration. Below a square of 10 nm by 10 nm the mean uptake is 0.175 × 100 = 17.5 molecules. If they arrive independently, Poisson statistics give a standard deviation of √17.5, or 24 % of the mean. At that scale the uptake therefore varies noticeably from place to place, even where its mean follows the theorem.

Within the model, the acid concentration in the resist stays close to c0 if K√D2 is much smaller than √D1. Low acid solubility and low acid mobility in the underlayer both help, and both also reduce the uptake M. A larger D1 raises cs too, but it increases M, because acid is then supplied from a greater depth. These statements hold provided the films are thick compared with the diffusion lengths and no acid is lost in either layer.
